Polarisation-charge iteration and preconditioned conjugate gradients at high dielectric contrast

**Definitions and conventions**

Hartree atomic units with Gaussian electrostatics are used, so lengths are in bohr and charges in e. A fixed charge density ρ sits in a medium of relative permittivity ε(r) inside a box whose walls are grounded. The potential φ obeys

−∇·(ε∇φ) = 4πρ, φ = 0 on the walls.

The permittivity is positive and smooth, with ∇ln ε bounded. Define

L = −∇², A = −∇·ε∇, C = ε_max/ε_min, Λ = ln C, t = Λ/π.

C is the contrast. The brackets ⟨f,g⟩ denote the integral of f*g over the box. A Poisson solve, the application of L⁻¹, is cheap because sine transforms diagonalise L. A has no such transform when ε varies, so both methods below reach A⁻¹ through repeated Poisson solves.

**The naive scheme**

Expand the divergence and divide by ε:

−∇²φ − ∇ln ε·∇φ = 4πρ/ε.

Moving the gradient term to the right gives a vacuum Poisson equation with an extra charge:

Lφ = 4π(ρ/ε + ρ_pol), ρ_pol = ∇ln ε·∇φ/(4π).

ρ_pol is the polarisation charge that collects where ε changes. The naive scheme guesses it, solves for φ, recomputes it and repeats. With damping η the update is

ρ_pol,n+1 = ρ_pol,n + η[∇ln ε·∇φ_n/(4π) − ρ_pol,n],

and η = 1 is the undamped case. Subtract the Poisson equations of two successive steps and use 4πρ_pol,n = Lφ_n − 4πρ/ε:

L(φ_n+1 − φ_n) = η[∇ln ε·∇φ_n − Lφ_n + 4πρ/ε] = ηε⁻¹(4πρ − Aφ_n).

The last equality holds because ε⁻¹Aφ = Lφ − ∇ln ε·∇φ. Each step therefore corrects φ by the residual 4πρ − Aφ_n, divided by ε and passed through L⁻¹. The error e_n = φ_n − φ has residual −Ae_n, so

e_n+1 = e_n − ηL⁻¹ε⁻¹Ae_n = (1 − η)e_n + ηTe_n, T = L⁻¹∇ln ε·∇.

The operator T decides the fate of the iteration. If ln ε = Λs(r) with a fixed shape s, T is proportional to Λ. Its eigenvalues then grow as the logarithm of the contrast, not as the contrast itself.

**Where the naive scheme breaks**

For bounded ∇ln ε, T is compact on the functions with finite gradient energy that vanish on the walls: it takes one derivative and L⁻¹ gains two. Its nonzero spectrum thus consists of eigenvalues. Let Tu = τu with τ ≠ 0. Applying L gives ∇ln ε·∇u = −τ∇²u, or

∇²u + (1/τ)∇ln ε·∇u = 0.

Multiplication by ε^(1/τ) turns this into

∇·(ε^(1/τ)∇u) = 0.

The coefficient is complex, and its phase is Im(1/τ) ln ε. Over the box this phase spans a range |Im(1/τ)|Λ. Suppose the range is less than π. A constant factor exp(iθ) then centres the phases within (−π/2, π/2), so that exp(iθ)ε^(1/τ) has a positive real part everywhere. Multiply the equation by exp(iθ)u* and integrate by parts. The wall term vanishes, leaving

∫exp(iθ)ε^(1/τ)|∇u|² d³r = 0.

The real part of the left side is positive unless ∇u = 0, and the walls then force u = 0. Every true eigenvalue must therefore satisfy

|Im(1/τ)| ≥ π/Λ, and hence |τ| ≤ Λ/π = t.

No property of the geometry was used. Undamped iteration converges whenever t < 1, that is, whenever C < e^π = 23.1. Above that value convergence depends on the shape of the interface.

One dimension shows that the bound cannot be improved. There ε^(1/τ)u′ is constant, so u′ is proportional to ε^(−1/τ). Since u vanishes at both ends,

∫ε^(−1/τ) dx = 0.

Take a thin interface with ε = 1 on a fraction f of the cell and ε = C on the rest. Then f + (1 − f)exp(−Λ/τ) = 0. For f = 1/2 the exponential equals −1, and the largest solutions are τ = ±iΛ/π. The error changes sign every two steps and grows if C > e^π.

For a thin spherical interface of radius R in an unbounded medium, the mode with angular number l ≥ 1 varies as r^l inside and r^(−l−1) outside. It is continuous across the thin layer, and so is ε^(1/τ)∂u/∂r. Matching gives

l = −(l + 1)exp(Λ/τ), so Λ/τ = −ln[(l + 1)/l] ± iπ

for the leading pair. The eigenvalues have a negative real part and modulus Λ/√(π² + ln²[(l + 1)/l]). At C = 80 and l = 1 this is 4.382/3.217 = 1.36, so a sufficiently thin spherical interface makes the undamped iteration diverge.

**What damping can repair**

Write τ = x + iy. Since |Im(1/τ)| = |y|/(x² + y²), the bound becomes x² + y² ≤ t|y|. This describes two discs centred at ±ia with radius a, where a = t/2. They touch the real axis at the origin alone. An error component is multiplied by 1 − η + ητ, whose largest modulus over the discs is the distance to the image of the centre plus the image of the radius:

F(η) = √[(1 − η)² + η²a²] + ηa.

Convergence is guaranteed if F < 1. For ηa < 1, squaring √[...] < 1 − ηa gives

1 − 2η + η² + η²a² < 1 − 2ηa + η²a².

Cancelling common terms and dividing by η leaves η < 2 − 2a = 2 − t. This range is non-empty for t < 2, and within it ηa < 2a(1 − a) ≤ 1/2, as assumed. At C = 80, t = 1.395 and any η between 0 and 0.605 is safe in every geometry allowed here.

The best guaranteed factor follows from F′ = 0. With D = 1 + a² and Q = 1 − 2η + Dη² under the root, the condition is 1 − Dη = a√Q. Squaring gives

1 − 2Dη + D²η² = a² − 2a²η + a²Dη².

Since D − a² = 1, collecting terms gives Dη² − 2η + 1 − a² = 0, with roots η = (1 ± a²)/D. The upper root, η = 1, makes 1 − Dη negative and is spurious. The lower one gives √Q = a, so

η* = (1 − a²)/(1 + a²), F(η*) = a + aη* = 2a/(1 + a²).

F is convex, so this is its minimum. At C = 80 it gives η* = 0.35 and a factor of 0.94. That is a guarantee against the worst spectrum the bound permits, not a forecast for a given cavity. All these factors are asymptotic. T is not a normal operator, so the error may grow for some steps before it decays.

**A symmetric reformulation**

Damping leaves a fixed recipe acting on a complex spectrum. A is symmetric and positive, however, and conjugate gradients can exploit this if the preconditioner is symmetric and positive too. The naive scheme uses εL, which is not symmetric. Splitting ε evenly between the two sides gives

P = √ε L √ε, P⁻¹f = (1/√ε)L⁻¹(f/√ε),

again at the cost of one Poisson solve. To see how close P is to A, expand

−√ε∇²(√εφ) = −ε∇²φ − 2√ε∇√ε·∇φ − φ√ε∇²√ε.

As 2√ε∇√ε = ∇ε, the first two terms on the right are Aφ. Therefore

A = P + q, q = √ε∇²√ε.

The second derivatives agree and the remainder is a multiplication by q. For smooth ε, P⁻¹A = 1 + P⁻¹q is the identity plus a compact operator, and its eigenvalues accumulate at 1.

The identity survives on a grid if the permittivity on each cell face is the geometric mean of its neighbours. With r_i = √ε_i and spacing h,

(Aφ)_i = Σ_j r_i r_j(φ_i − φ_j)/h²,
(Pφ)_i = r_i Σ_j (r_iφ_i − r_jφ_j)/h²,

where j runs over the nearest neighbours. On subtraction the terms in φ_j cancel, leaving φ_i r_i Σ_j(r_j − r_i)/h², which is the grid form of qφ.

**The conjugate-gradient algorithm**

Start from φ = 0 and residual g = 4πρ. At each step compute z = P⁻¹g, take p = z the first time and p = z + βp_old afterwards, and then set

α = ⟨z,g⟩/⟨p,Ap⟩, φ ← φ + αp, g ← g − αAp, β = ⟨z_new,g_new⟩/⟨z,g⟩.

The choice of α minimises ½⟨φ,Aφ⟩ − 4π⟨ρ,φ⟩ along p. Direct minimisation gives the numerator ⟨p,g⟩, which equals ⟨z,g⟩ because g is orthogonal to the earlier directions. The choice of β makes the new direction orthogonal to Ap. That requires β = −⟨z_new,Ap⟩/⟨p,Ap⟩; inserting Ap = (g − g_new)/α and ⟨z_new,g⟩ = 0 gives the stated ratio. The last product vanishes because it equals ⟨g_new,z⟩, and z is a combination of p and p_old.

After n steps the error is a polynomial in P⁻¹A acting on e_0. The polynomial has degree n and value 1 at zero, and it is the one with the smallest energy norm ‖e‖ = ⟨e,Ae⟩^(1/2). Let the eigenvalues of P⁻¹A lie in [λ₁, λ₂] and let κ = λ₂/λ₁. A Chebyshev polynomial shifted to this interval is at most 1 in modulus there. At λ = 0 its argument has modulus (κ + 1)/(κ − 1) = ½(ζ + 1/ζ), with ζ = (√κ + 1)/(√κ − 1), so its value there has modulus ½(ζⁿ + ζ⁻ⁿ) ≥ ½ζⁿ. Dividing by that value gives

‖e_n‖ ≤ 2[(√κ − 1)/(√κ + 1)]ⁿ‖e_0‖.

**The price of the symmetric split**

The eigenvalues of P⁻¹A lie between the extremes of the ratio

∫ε|∇φ|² d³r / ∫|∇(√εφ)|² d³r.

Put ψ = √εφ and σ = ½ln ε, so that √ε∇φ = ∇ψ − ψ∇σ. Let G be the maximum of |∇σ| and c the constant in ‖f‖₂ ≤ c‖∇f‖₂ for functions vanishing on the walls. Then λ₂ ≤ (1 + cG)². In the other direction, ∇ψ = √ε∇φ + ψ∇σ and ‖ψ‖₂ ≤ c√C‖√ε∇φ‖₂, so 1/λ₁ ≤ (1 + c√C G)². Thus κ is finite for every contrast, but G grows as the interface thins.

That growth is real. Let the interface have width w. A smooth ψ that is nonzero there makes the numerator of order Λ²/w and the denominator of order 1, so λ₂ grows at least as 1/w. A smooth φ makes the denominator of order (√C − 1)²/w with a finite numerator, so λ₁ falls at least as fast as w. At fixed contrast and box, κ therefore grows at least as 1/w² for thin interfaces.

A one-dimensional cell with C = 80 and an interface near its middle shows how differently the two methods respond to a thinner interface. Reducing the width parameter from 0.05 to 0.0125 of the cell raises κ from 46.5 to 614.5, a factor of 13, comparable with the 4² = 16 of a 1/w² law. The largest |τ| of the polarisation iteration moves only from 1.32 to 1.38, just below its bound of 1.395.

Plain L is a simpler symmetric preconditioner. Its ratio ∫ε|∇φ|²/∫|∇φ|² lies between ε_min and ε_max, so κ ≤ C whatever the thickness. For the thinner interface just quoted, this bound of 80 is better than 614.5. That compares guarantees, not iteration counts. The eigenvalues of P⁻¹A still accumulate at 1, so P can need far fewer iterations than L even when its κ is the larger.

**A cavity at contrasts from 2 to 80**

The example is a model: a cube of side 20 bohr with 39³ interior points at h = 0.5 bohr, and

ln ε = ½Λ[1 + erf((r − R)/w)], R = 5 bohr, w = 1.25 bohr.

Two Gaussian charges of ±1 e lie off centre in the cavity. Geometry, grid and charges are held fixed while C changes, and every run stops when the residual, relative to 4πρ in root-mean-square norm, falls below 10⁻⁸, except that polarisation iteration is cut off after 150 steps. Each iteration of either method costs one Poisson solve and one application of A.

The discretisation was tested at C = 80 on a known potential, a product of sines. The root-mean-square error of the potential, divided by the root-mean-square value of the exact potential, was 2.0 × 10⁻³ at h = 0.5 bohr and 0.90 × 10⁻³ at h = 0.333 bohr, which is second order. Conjugate gradients with P took 11 iterations on both grids.

Undamped polarisation iteration takes 10, 28, 47 and 101 steps at C = 2, 10, 20 and 40. The logarithmic law accounts for this. At C = 10 the computed max|τ|/Λ is 0.220, so the factor per step is 0.220 × 2.303 = 0.507, and ln(10⁻⁸)/ln(0.507) = 27 steps. At C = 80 the leading pair on this grid is τ = −0.334 ± 0.923i, with modulus 0.98. The iteration is then barely convergent: after 150 steps the relative residual is still 0.28. The threshold of this cavity, exp(Λ/max|τ|), is 87 from the C = 80 spectrum and 94 from the C = 10 spectrum.

In the continuum those two values would coincide. There T is exactly proportional to Λ for a fixed profile, so the 2% difference in max|τ|/Λ is a numerical error. The threshold is near 90, though a single grid does not fix it exactly. It lies well above 23 because the bound covers the worst geometry, whereas this interface is thick.

Damping changes the picture. For η = 0.6 the leading pair gives

|0.4 + 0.6(−0.334 + 0.923i)| = |0.200 + 0.554i| = 0.589,

and the observed decay factor is 0.588. The counts are 18, 22, 26, 32 and 39 for C = 2, 10, 20, 40 and 80. At C = 2 damping is a handicap, since components with τ near zero are reduced only by 1 − η = 0.4 per step. The η that minimises the computed spectral factor at C = 80 is 0.54, with a factor of 0.571. It also needs 39 steps, so minimising the asymptotic factor does not shorten the run at this tolerance.

Conjugate gradients with P need 7, 12, 13, 14 and 15 iterations, the fewest at each of the five contrasts. The condition number rises from 1.70 to 11.09. At C = 80, √κ = 3.33 and the bound factor is 2.33/4.33 = 0.54, yet the observed mean factor in the energy norm is 0.26. The bound sees only the ends of the spectrum. The accumulation of eigenvalues at 1 lets a polynomial concentrate on the outlying ones and stay small on the rest, which is the likely reason for the faster decay; the contributions of individual eigenvalues were not separated. Widening the interface to w = 2 bohr lowers κ to 6.55.

With plain L the counts are 11, 31, 44, 63 and 91. From C = 20 to C = 80 they roughly double, as expected when κ is close to C and the count scales as √κ. Conjugate gradients alone therefore do not explain the advantage: at C = 80 the plain version is slower than damped polarisation iteration.

**Use in solvent models**

A contrast of 80 is roughly that of water at room temperature in a static continuum model, and a radius of 5 bohr suits a small solute. The model dipole, √(2.5² + 2²) = 3.2 e bohr or about 8 debye, is large for a small neutral molecule. The reaction-field energy at C = 80, −0.089 Ha or −2.4 eV, is correspondingly large, since it scales as the square of the charge. It also reflects the grid spacing (by a few per cent), the profile, in which ε has already reached √80 = 8.9 at r = R, and the grounded walls. It is not a free-space solvation energy. Real solvents respond non-locally and, near strong charges, nonlinearly; the resulting shift in the energy was not calculated.

Dissolved ions treated by linear screening add a term m(r)φ with m ≥ 0 to Aφ. The operator stays symmetric and positive, so the conjugate-gradient scheme carries over, though κ must be reassessed. The phase argument for T does not cover that term. Periodic cells also need separate treatment: A then annihilates constants whereas P annihilates 1/√ε, so these modes must be projected out consistently.

For the cavity tested here, whose interface width is a quarter of its radius, the results favour P with conjugate gradients. Resolving the interface on the grid is not enough by itself, because κ depends on its width relative to the geometry. If the interface is so thin that κ exceeds C, plain L has the better guaranteed rate, though not necessarily the smaller iteration count. Damped polarisation iteration at C = 80 converges for η below 0.605 under two limits. First, the guarantee concerns the continuum operator and carries over only to a grid that resolves the interface. In one dimension, a step between two neighbouring points at mid-cell, with a geometric-mean face, gives the real eigenvalue τ = 1 − (√C + 1/√C)/2. This is −3.53 at C = 80, where η = 0.6 diverges, and the undamped scheme already diverges above C = 13.9. Second, convergence near the limit can be very slow. A thin interface with f = 0.22 has τ = 0.48 ± 1.20i, and η = 0.6 then gives a factor of 0.997 per step. The computed values are collected in the numerical output below.

Table of computed values

```
manufactured solution, C=80: relative error 2.04e-03 (h=0.500 bohr), 9.03e-04 (h=0.333 bohr)
observed order in h: 2.01; PCG iterations 11 and 11
operator identity, relative error: 4.0e-16
1D, C=80, width 0.0500 of cell: max|tau| dense 1.3240, root 1.3241; PCG condition 46.5
1D, C=80, width 0.0125 of cell: max|tau| dense 1.3743, root 1.3753; PCG condition 614.5
2D irregular profile: smallest |Im(1/tau)| ln C = 8.568 (bound pi = 3.142)
universal undamped threshold e^pi: C = 23.14
C=80: ln C = 4.3820, t = ln C/pi = 1.3948, a = t/2 = 0.6974
C=80 guaranteed damping eta < 0.6052; best worst-case eta 0.3455, factor 0.9384
cavity, C=80: leading tau = -0.334 +/- 0.923 i, max|tau| = 0.9822
cavity: max|tau|/ln C = 0.2202 (C=10), 0.2241 (C=80); 1/pi = 0.3183
cavity: undamped threshold estimated from C=80 slope: C = 86.6
cavity, C=80, eta=1.0: error factor per step predicted 0.9822, observed 0.9784
cavity, C=80, eta=0.6: error factor per step predicted 0.5888, observed 0.5883
cavity, C=80: best eta = 0.538, predicted factor 0.5714
box 20.0 bohr, radius 5.0 bohr, width 1.25 bohr, h 0.5 bohr, 59319 unknowns
charges +1 e at (1.0, 0.5, 1.5), -1 e at (-1.5, 0.5, -0.5) bohr, exp(-r^2/bohr^2) shape
iterations to relative residual 1e-08 ('no' = not reached in 150)
   C  undamped  eta=0.6  PCG-sqrt(eps)  PCG-L  cond-sqrt(eps)  energy/Ha
   2        10       18              7     11            1.70  -0.023082
  10        28       22             12     31            4.52  -0.061021
  20        47       26             13     44            6.32  -0.072221
  40       101       32             14     63            8.50  -0.081412
  80        no       39             15     91           11.09  -0.089152
C=80 undamped: relative residual 2.81e-01 after 150 steps
C=80 polarisation with best eta: 39 iterations
C=80 reaction-field energy: -0.089152 Ha = -2.4260 eV
C=80 PCG-sqrt(eps): eigenvalues 0.6380 to 7.0743, bound factor 0.5381, observed mean factor 0.2590
C=80 PCG-L: eigenvalues 1.012 to 79.999, condition 79.03
C=80 PCG-sqrt(eps), interface width 2.0 bohr: condition 6.55
```
